# Onset of Stripe Polarization in an Unscreened, Nearly Ferroelectric Film, part 2

A film near its ferroelectric transition is to be simulated in a cell that repeats periodically in the plane. Choosing the cell width requires an estimate of the stripe period.

The insulating film, of thickness $d$, lies in vacuum without free charge. Its soft polarization $P$ points along the normal $z$ and varies with $z$ and one in-plane coordinate $x$. In SI units, the energy density contains $A P^2/2$, $g (\partial_x P)^2 / 2$ and $b P^4/4$, with $g, b > 0$; $A$ falls on cooling. The relative permittivities are $\varepsilon_\perp$ in the plane and, for the background, $\varepsilon_b$ along $z$.

At in-plane wavenumber $k$ the lowest mode is $P \propto \cos kx \cos qz$. Its depolarizing cost (the lowest electrostatic eigenvalue) and the matching condition at the faces are

$$ N(k) = \frac{q^2}{\varepsilon_0 ( \varepsilon_\perp k^2 + \varepsilon_b q^2 )} , \qquad q \tan \frac{qd}{2} = \varepsilon_\perp k , \qquad 0 < qd < \pi . $$

The unpolarized film becomes unstable at $A_c = - \min_k G(k)$, where $G(k) = g k^2 + N(k)$.

For thick films, the approximations $qd \approx \pi$ and $\varepsilon_b q^2 \ll \varepsilon_\perp k^2$ give the leading form

$$ N(k) \approx \frac{C}{k^2} , \qquad C = \frac{\pi^2}{\varepsilon_0 \varepsilon_\perp d^2} . $$

With $\ell = \sqrt{ g \varepsilon_0 \varepsilon_\perp }$, the minimum lies at $k_0^4 = C/g$, that is, $k_0^2 = \pi/(\ell d)$. The leading period is $\lambda_0 = 2 \sqrt{ \pi \ell d }$, and the leading threshold is

$$ A_{c0} = - 2 g k_0^2 = - \frac{2\pi}{d} \sqrt{ \frac{g}{\varepsilon_0 \varepsilon_\perp} } . $$

Three other results are used. Uniform polarization of the bare film needs $A = - 1/(\varepsilon_0 \varepsilon_b)$. Ideal electrodes joined by a wire give $N = 0$ for every $k$, so the first instability is uniform, at $A = 0$. For $\varepsilon_\perp k d \ll 1$,

$$ N(k) \approx \frac{1}{\varepsilon_0 ( \varepsilon_b + kd/2 )} . $$

Finite-element checks diagonalize the electrostatic energy without the analytic mode; a separate check sums the Coulomb field of the bound charge.

### What is being balanced

At $k_0$ the two costs are equal, each being $g k_0^2$. Narrow stripes cost gradient energy. Wide stripes cost depolarizing energy, because the bound charge $-\partial_z P$ spread through the film is then less well neutralized by its neighbours of opposite sign.

The same exponent appears for sharp domains of saturated polarization, known as the Kittel law, but the balance differs. For sharp domains of width $w$, the wall energy per unit volume scales as $1/w$. The stray field reaches a depth proportional to $w$ below each face, so its energy per unit volume scales as $w/d$. Equating the two gives $w \propto \sqrt d$. At the instability treated here the costs scale as $1/\lambda^2$ and $\lambda^2/d^2$, the squares of those two. The exponents agree, but the prefactors belong to different states, and the prefactor $2\sqrt{\pi \ell}$ should not be used for sharp domains far below the onset.

### First corrections

The leading law used two approximations, and each has its own correction. Let

$$ u = \frac{1}{\varepsilon_\perp k d} , \qquad \beta = \frac{\varepsilon_b}{\varepsilon_\perp} . $$

The condition on $q$ can be written as $qd = \pi - 2 \arctan [ q / (\varepsilon_\perp k) ]$. The argument equals $u \, qd$, which is small, so to first order

$$ qd \approx \pi - 2 \pi u , \qquad q^2 d^2 \approx \pi^2 ( 1 - 4u ) . $$

The polarization does not quite vanish at the faces, because the vacuum can carry some displacement. The other correction comes from the denominator of $N$:

$$ \frac{1}{ \varepsilon_\perp k^2 + \varepsilon_b q^2 } \approx \frac{1}{ \varepsilon_\perp k^2 } \left( 1 - \frac{ \beta \pi^2 }{ k^2 d^2 } \right) . $$

Together,

$$ G(k) \approx g k^2 + \frac{C}{k^2} - \frac{4C}{\varepsilon_\perp d \, k^3} - \frac{\beta \pi^2 C}{d^2 k^4} . $$

At a minimum, a small displacement of $k$ changes the leading part only at second order. The corrected threshold therefore follows from putting $k = k_0$ in the two new terms. With $C = g k_0^4$ and $u_0 = 1/(\varepsilon_\perp k_0 d)$,

$$ \frac{A_c}{A_{c0}} \approx 1 - 2 u_0 - \frac{ \beta \pi^2 }{ 2 k_0^2 d^2 } . $$

For the period we need the displacement itself. The second derivative of the leading part at $k_0$ is $2g + 6C/k_0^4 = 8g$. The first derivative of the two new terms there is

$$ \frac{12 C}{\varepsilon_\perp d \, k_0^4} + \frac{4 \beta \pi^2 C}{d^2 k_0^5} = g k_0 \left( 12 u_0 + \frac{ 4 \beta \pi^2 }{ k_0^2 d^2 } \right) . $$

The displacement $\delta k$ is minus this divided by $8g$. Since $\delta \lambda / \lambda_0 = - \delta k / k_0$,

$$ \frac{\lambda}{\lambda_0} \approx 1 + \frac32 u_0 + \frac{ \beta \pi^2 }{ 2 k_0^2 d^2 } . $$

Because $k_0 d = \sqrt{\pi d / \ell}$, the first correction falls as $d^{-1/2}$ and the second as $d^{-1}$. Terms of order $u_0^2$, dropped above, also fall as $d^{-1}$: they add $\tfrac{15}{8} u_0^2$ to $\lambda/\lambda_0$ and $\tfrac32 u_0^2$ to $A_c/A_{c0}$. The second correction equals $\tfrac{\pi^2}{2} \varepsilon_\perp \varepsilon_b u_0^2$, so it outweighs them when $\varepsilon_\perp \varepsilon_b \gg 1$, as in the example below; for permittivities near one they must be kept. The leading law thus needs $\varepsilon_\perp k_0 d \gg 1$ and $\beta (\pi / k_0 d)^2 = \pi \beta \ell / d \ll 1$.

If the film is surrounded by a dielectric of relative permittivity $\varepsilon_e$ instead of vacuum, the outer displacement is multiplied by $\varepsilon_e$. The matching condition then has $\varepsilon_\perp / \varepsilon_e$ in place of $\varepsilon_\perp$. The leading law is unchanged as long as $\varepsilon_\perp k_0 d / \varepsilon_e \gg 1$.

### A film with round parameters

Take $g = 1 \times 10^{-10}$ J m³ C⁻², $\varepsilon_\perp = 200$, $\varepsilon_b = 5$ and $d = 100$ nm. These are model values and stand for no particular material. The length is

$$ \ell = \sqrt{ 10^{-10} \times 8.854 \times 10^{-12} \times 200 } \ \text{m} = 0.4208 \ \text{nm} , $$

and the leading period is

$$ \lambda_0 = 2 \sqrt{ \pi \times 0.4208 \times 100 } \ \text{nm} = 23.00 \ \text{nm} . $$

The wavenumber is $k_0 = 0.2732$ nm⁻¹, so $k_0 d = 27.32$ and the film is thick in the required sense. The correction terms are

$$ u_0 = \frac{1}{200 \times 27.32} = 1.83 \times 10^{-4} , \qquad \frac{ \beta \pi^2 }{ 2 k_0^2 d^2 } = \frac{ 0.025 \times 9.870 }{ 2 \times 746.6 } = 1.65 \times 10^{-4} . $$

They predict a relative increase of the period by $4.40 \times 10^{-4}$. Minimizing the full $G(k)$ numerically gives the same figure, and a period of $23.01$ nm. For the threshold, the predicted relative change of $-5.31 \times 10^{-4}$ also agrees with the full minimization, which gives

$$ A_c = - 1.492 \times 10^7 \ \text{J m C}^{-2} . $$

A scan over six decades of $k$ found a single minimum. The uniform state of the bare film would need $A = -2.26 \times 10^{10}$ J m C⁻², about 1500 times deeper.

To turn $A_c$ into a temperature, let $A = (T - T_0) / (\varepsilon_0 C_W)$ with a Curie constant $C_W = 1 \times 10^5$ K. Then

$$ T_c - T_0 = \varepsilon_0 C_W A_c = 8.854 \times 10^{-12} \times 10^5 \times ( -1.492 \times 10^7 ) \ \text{K} = -13.2 \ \text{K} . $$

The two costs at the onset are $7.459 \times 10^6$ for the gradient and $7.464 \times 10^6$ J m C⁻² for the depolarizing field. Their small difference is no numerical error. At the minimum $2 g k^2 = - k \, dN/dk$, and the corrected form of $N$ gives

$$ - k \frac{dN}{dk} \approx \frac{C}{k^2} \left( 2 - 12 u - \frac{ 4 \beta \pi^2 }{ k^2 d^2 } \right) , \qquad 2N \approx \frac{C}{k^2} \left( 2 - 8u - \frac{ 2 \beta \pi^2 }{ k^2 d^2 } \right) . $$

Half the difference, relative to $N$, is $2u + \beta \pi^2 / (k^2 d^2) = 7.0 \times 10^{-4}$, as observed.

### Testing the exponent

The thickness law can be tested without the analytic mode, by minimizing $g k^2$ plus the lowest finite-element eigenvalue.

| $d$ (nm) | finite-element period (nm) | leading law (nm) |
|---|---|---|
| 20 | 10.299 | 10.284 |
| 100 | 23.006 | 22.996 |
| 500 | 51.428 | 51.420 |

A fit of a power law to the finite-element periods gives the exponent $0.4996$. The deviation from one half has the size and sign of the corrections. The relative excess over the leading law is $1.44 \times 10^{-3}$ at 20 nm and about $1.5 \times 10^{-4}$ at 500 nm, where the mesh error reaches the second digit and the converged value is $1.56 \times 10^{-4}$. Over a thickness ratio of 25 this lowers the slope by $1.29 \times 10^{-3} / \ln 25 = 4 \times 10^{-4}$.

### Adding a gradient cost along the normal

The energy so far allowed $P$ to vary along $z$ without a gradient penalty. Add $g_z (\partial_z P)^2 / 2$ and leave the surfaces free, so that no value of $P$ is imposed there. The added term is positive and cannot lower the lowest eigenvalue. An upper limit follows from the variational principle with the old mode $\cos qz$ as trial function:

$$ 0 \leq \Delta N \leq g_z q^2 \, \frac{ \int \sin^2 qz \, dz }{ \int \cos^2 qz \, dz } = g_z q^2 \, \frac{ qd - \sin qd }{ qd + \sin qd } \leq g_z q^2 . $$

The last step uses $0 < qd < \pi$, where the sine is positive. With $q \approx \pi/d$, the limit compared with the threshold is

$$ \frac{ g_z q^2 }{ 2 g k_0^2 } \approx \frac{g_z}{g} \, \frac{ \pi \ell }{ 2d } . $$

For $g_z = g$ this is $0.66\%$ in the example. The finite-element shift at fixed $k$ was $9.78 \times 10^4$ J m C⁻², below the limit of $9.86 \times 10^4$. The gap between these two numbers mixes a numerical and a physical effect. The discrete gradient sum leaves out half an element at each face, where the gradient is largest. For the mode $\cos qz$ and 300 elements this lowers the sum by about $2/300$. The physical effect is that $P$ can flatten near a free face, over a length of about $\sqrt{g_z \varepsilon_0 \varepsilon_b} = 0.07$ nm, which brings the true shift slightly below the limit. The elements are 0.33 nm thick and do not resolve this layer, so the size of the gap does not measure it. With the layer resolved the shift is $9.83 \times 10^4$ J m C⁻², about $0.34\%$ below $g_z q^2$; roughly $0.27\%$ of this comes from the layer and $0.07\%$ from the factor $(qd - \sin qd)/(qd + \sin qd)$ dropped in the last step of the bound. The layer is also thinner than a lattice spacing, so the continuum energy cannot describe it in a real crystal.

The period stayed at $23.01$ nm. Since $qd$ is close to $\pi$ for all relevant $k$, the added cost hardly depends on $k$ and barely moves the minimum.

### Why the onset is sinusoidal

Sharp domain walls would require higher harmonics of $\cos kx$. In the leading form, the cost at $3k_0$ relative to that at $k_0$ is

$$ \frac{ G(3k_0) }{ G(k_0) } = \frac12 \left( 9 + \frac19 \right) \approx 4.56 . $$

The numerical value in the example is $4.55$. At the onset the third harmonic therefore still has a clearly positive quadratic energy. Below the onset it is driven by the term $b P^3$ in the equation of state, since

$$ \cos^3 kx = \frac34 \cos kx + \frac14 \cos 3kx . $$

Its amplitude is of third order in the amplitude of the fundamental, and the pattern is a single sinusoid in the limit of small amplitude. On further cooling the harmonics grow, and the linear theory no longer determines the profile or the period.

### Choosing the cell

We can now return to the width $L$ of the periodic cell. The estimates below are for stripes that vary along this width. If the other in-plane side of the cell is longer and the film is isotropic in its plane, stripes that vary along that side may cost less. The width $L$ admits $k = 2\pi m / L$ with whole numbers $m$. Put $s = k/k_0 = m \lambda_0 / L$. In the leading form the cost of the admitted wave is

$$ \frac{ G(k) }{ G(k_0) } = \frac12 \left( s^2 + \frac{1}{s^2} \right) . $$

A cell 10 nm wide for the 100 nm film has $s = 2.30$ at $m = 1$, and larger $m$ costs more. The ratio is $(5.29 + 0.19)/2 = 2.74$. The stripe transition would appear about $2.74 \times 13.2 \approx 36$ K below $T_0$ instead of 13 K.

For a cell wider than $\lambda_0$, the worst width between $m$ and $m+1$ periods is the one at which both fits cost the same. The two values of $s$ are then reciprocal, so $s^2 = (m+1)/m$ for the larger one, and

$$ \frac{ G }{ G(k_0) } = \frac12 \left( \frac{m+1}{m} + \frac{m}{m+1} \right) = 1 + \frac{1}{ 2m(m+1) } . $$

The error in the threshold is at most $25\%$ for a cell between one and two periods wide, and at most $4.2\%$ between three and four. A cell made to hold a whole number of periods $\lambda_0$ removes this error at leading order. To hold the same number of periods when the thickness is changed, the width must change as $\sqrt d$.

The cell also limits what can be seen below the onset. Near its minimum $G \approx 2 g k_0^2 + 4g (k - k_0)^2$, so the unstable wavenumbers satisfy

$$ |k - k_0| < \sqrt{ \frac{ A_c - A }{ 4g } } . $$

If $|A|$ exceeds $|A_c|$ by $1\%$, the right side is $k_0 \sqrt{0.01/2} \approx 0.07 \, k_0$. Consider first stripes that vary along the width, in a cell whose width is a whole number of periods $\lambda_0$, ten at most. Their admitted wavenumbers lie at least $0.1 \, k_0$ apart, and one of them is $k_0$ itself. No other lies in the band, so this close to the onset the cell cannot show how such stripes of neighbouring periods compete. A width between two whole numbers can admit two of them: for $L = 7.5 \, \lambda_0$, both $s = 7/7.5$ and $s = 8/7.5$ lie in the band. If the film is isotropic in its plane, oblique stripes that fit into the cell can add further wavenumbers.

### Where the estimate stops

The estimate rests on the absence of screening charge. Ideal electrodes remove the stripes, as shown in Part 1; imperfect electrodes change the conditions at the faces, and free carriers in the film also change Gauss's law inside it. Both weaken the depolarizing field, and each needs a calculation of its own. The continuum energy requires both the period and the thickness to be much longer than the lattice spacing, which very thin films violate. Coupling to strain was left out: in a real film a misfit strain shifts $T_0$, electrostriction changes the quartic term, and flexoelectric coupling changes the gradient cost. The permittivity $\varepsilon_\perp$ was held constant. If the film is also close to an in-plane instability, $\varepsilon_\perp$ must be taken at the onset temperature, and $\ell$ then depends on temperature as well. The estimate applies only if the film has not already polarized in the plane before the stripes appear.

## Values computed for the example and the checks

```
gradient coefficient g = 1.000e-10 J m^3 C^-2
in-plane permittivity eps_perp = 200 (relative)
background permittivity eps_b = 5 (relative)
film thickness d = 100.0 nm
Curie constant C = 1.000e+05 K
vacuum permittivity eps0 = 8.854188e-12 F/m
length l = 0.42081 nm
leading wavenumber k0 = 0.27323 nm^-1
k0 d = 27.323 (dimensionless)
leading period = 22.9959 nm
period, full dispersion relation = 23.0060 nm
period excess over leading = 4.399e-04 (relative)
period excess, first corrections = 4.397e-04 (relative)
leading A_c = -1.49311e+07 J m C^-2
A_c, full dispersion relation = -1.49231e+07 J m C^-2
A_c change from leading = -5.311e-04 (relative)
A_c change, first corrections = -5.312e-04 (relative)
onset temperature minus T0 = -13.213 K
gradient cost g k^2 at onset = 7.45896e+06 J m C^-2
depolarizing cost N at onset = 7.46416e+06 J m C^-2
q d at onset, divided by pi = 0.999634 (dimensionless)
uniform unscreened threshold A = -2.2588e+10 J m C^-2
small-k law, numeric/formula = 1.00334 (ratio)
third-harmonic cost / onset cost = 4.5541 (ratio)
shift of N by g_z = g: 9.7836e+04 J m C^-2
upper bound g_z q^2 = 9.8624e+04 J m C^-2
A_c with g_z = g: -1.50210e+07 J m C^-2
period with g_z = g: 23.0060 nm
d = 20 nm: finite-element period = 10.2989 nm, leading = 10.2841 nm
d = 100 nm: finite-element period = 23.0059 nm, leading = 22.9959 nm
d = 500 nm: finite-element period = 51.4282 nm, leading = 51.4203 nm
fitted thickness exponent = 0.49960 (dimensionless)
largest eigenvalue error = 9.1e-06 (relative)
largest Coulomb-field error = 2.2e-16 (relative)
electrode N / vacuum N at onset = 3.5e-13 (ratio)
```
